\section*{Domain-Wall Planes in Rhombohedral Ferroelectrics from Strain Compatibility and Neutrality}

\section{The domains}

\noindent\textbf{Q.} A rhombohedral ferroelectric is said to have two kinds of non-180-degree wall, named by angles of 71 and 109 degrees. Where do those angles come from?

\noindent\textbf{A.} From the directions the polarization can take. I use the axes of the cubic parent phase and SI units. In a uniform domain $\mathbf P=P_0\mathbf p$, where
\begin{equation}
\mathbf p=\frac{1}{\sqrt3}(\sigma_1,\sigma_2,\sigma_3),\qquad \sigma_i=\pm1 .
\end{equation}
There are eight such states. If two of them differ in $k$ signs, then
\begin{equation}
\mathbf p_A\cdot\mathbf p_B=\frac{(3-k)-k}{3}=1-\frac{2k}{3}.
\end{equation}
For $k=1,2,3$ the cosines are $1/3$, $-1/3$ and $-1$, so the angles are $70.5^\circ$, $109.5^\circ$ and $180^\circ$. Each state has three partners with $k=1$, three with $k=2$ and one with $k=3$. Counting each pair once gives 12, 12 and 4 pairs.

\noindent\textbf{Q.} Those are angles between polarizations. They say nothing about the wall plane.

\noindent\textbf{A.} Correct. The plane depends on how the lattices fit and on the charge at the wall. For the fit we need the spontaneous strain, measured from the cubic parent. Threefold symmetry about $\mathbf p$ makes it uniaxial:
\begin{equation}
e=e_\perp I+(e_\parallel-e_\perp)\,\mathbf p\mathbf p^{T}.
\label{strain}
\end{equation}
Its off-diagonal elements are $e_{ij}=s\,\sigma_i\sigma_j$, with $s=(e_\parallel-e_\perp)/3$. I assume $s\neq0$. Reversing $\mathbf p$ leaves $e$ unchanged, so strain cannot distinguish $\mathbf P$ from $-\mathbf P$.

\section{Fitting the lattices together}

\noindent\textbf{Q.} Why can't any two strained domains be joined on any plane? Crystals are elastic.

\noindent\textbf{A.} They can be joined if one pays for long-range stress. I ask for a planar wall between domains that both keep their spontaneous strain. Let $H_{ij}=\partial u_i/\partial x_j$ be the displacement gradient in each domain, and $\mathbf n$ the unit wall normal. Since $\mathbf u$ is continuous across the wall, so are its derivatives along every in-plane vector $\mathbf t$:
\begin{equation}
(H_A-H_B)\mathbf t=0\quad\text{for all }\mathbf t\perp\mathbf n .
\end{equation}
A matrix that annihilates every $\mathbf t\perp\mathbf n$ has the form $\mathbf b\mathbf n^T$. Strain is the symmetric part of $H$, so
\begin{equation}
\Delta e\equiv e_A-e_B=\tfrac12(\mathbf b\mathbf n^T+\mathbf n\mathbf b^T),
\qquad \mathbf t\cdot\Delta e\,\mathbf t=0 .
\label{compat}
\end{equation}

\noindent\textbf{Q.} That shows the second condition is necessary. Is it sufficient?

\noindent\textbf{A.} Yes. If $\mathbf t\cdot\Delta e\,\mathbf t$ vanishes for all in-plane $\mathbf t$, applying it to $\mathbf t+\mathbf t'$ gives $\mathbf t\cdot\Delta e\,\mathbf t'=0$ as well. The whole in-plane block is zero. With $\mathbf c=\Delta e\,\mathbf n$, what remains is
\begin{equation}
\Delta e=\mathbf c\mathbf n^T+\mathbf n\mathbf c^T-(\mathbf n\cdot\mathbf c)\mathbf n\mathbf n^T,
\end{equation}
which has the form (\ref{compat}) with $\mathbf b=2\mathbf c-(\mathbf n\cdot\mathbf c)\mathbf n$. The antisymmetric part of $H_A-H_B$ is a relative rotation of the domains. It costs no elastic energy, so we may choose it to make the full jump $\mathbf b\mathbf n^T$.

\noindent\textbf{Q.} Does a suitable plane always exist?

\noindent\textbf{A.} No. By (\ref{compat}), a vector perpendicular to both $\mathbf b$ and $\mathbf n$ is an eigenvector of $\Delta e$ with eigenvalue zero. The other two eigenvalues are $(\mathbf b\cdot\mathbf n\pm|\mathbf b|)/2$, one non-negative and one non-positive. A general strain difference has no zero eigenvalue and therefore no compatible plane. Here (\ref{strain}) helps, because its isotropic part cancels:
\begin{align}
\mathbf t\cdot\Delta e\,\mathbf t
&=3s\left[(\mathbf t\cdot\mathbf p_A)^2-(\mathbf t\cdot\mathbf p_B)^2\right]\nonumber\\
&=3s\,[\mathbf t\cdot(\mathbf p_A+\mathbf p_B)]\,[\mathbf t\cdot(\mathbf p_A-\mathbf p_B)].
\label{factor}
\end{align}
The product must vanish for every $\mathbf t$ in the wall. If neither factor vanished throughout the plane, each would vanish on one line only, and two lines do not cover a plane. One factor must therefore vanish for all $\mathbf t$, which makes its vector normal to the wall. For a non-180-degree pair there are two compatible planes:
\begin{equation}
\mathbf n\parallel\mathbf p_A+\mathbf p_B
\quad\text{or}\quad
\mathbf n\parallel\mathbf p_A-\mathbf p_B .
\label{two}
\end{equation}

\section{Choosing between the two planes}

\noindent\textbf{Q.} Then strain alone does not give one plane for each angle.

\noindent\textbf{A.} It does not. Take $\mathbf p_A\parallel(1,1,1)$. The two cases are
\begin{align}
71^\circ:&\quad \mathbf p_B\parallel(1,1,-1), &
\mathbf p_A+\mathbf p_B&\parallel(1,1,0), &
\mathbf p_A-\mathbf p_B&\parallel(0,0,1);\nonumber\\
109^\circ:&\quad \mathbf p_B\parallel(-1,-1,1), &
\mathbf p_A+\mathbf p_B&\parallel(0,0,1), &
\mathbf p_A-\mathbf p_B&\parallel(1,1,0).
\label{cases}
\end{align}
Both pairs fit on both $(110)$ and $(001)$. This had to be so, since the two choices of $\mathbf p_B$ are opposite and have the same strain.

\noindent\textbf{Q.} So the charge must decide. What is its sign and size?

\noindent\textbf{A.} The bound charge density is $-\nabla\cdot\mathbf P$. Let $\mathbf n$ point from $A$ to $B$. Integrating over a thin box that encloses the wall gives the charge per area
\begin{equation}
\Sigma=-(\mathbf P_B-\mathbf P_A)\cdot\mathbf n=(\mathbf P_A-\mathbf P_B)\cdot\mathbf n .
\end{equation}
Because both polarizations have the same magnitude,
\begin{equation}
(\mathbf p_A+\mathbf p_B)\cdot(\mathbf p_A-\mathbf p_B)=1-1=0 .
\end{equation}
The sum plane in (\ref{two}) is neutral. On the difference plane the whole jump is normal to the wall, and
\begin{equation}
|\Sigma|=P_0|\mathbf p_A-\mathbf p_B|=P_0\sqrt{2-2\,\mathbf p_A\cdot\mathbf p_B},
\end{equation}
which is $2P_0/\sqrt3$ for a 71-degree pair and $2P_0\sqrt{2/3}$ for a 109-degree pair. By (\ref{cases}), the plane that is both compatible and neutral is $(110)$ for the 71-degree pair and $(001)$ for the 109-degree pair. Sign changes and permutations of the cubic axes carry these examples into all others with the same $k$. Hence 71-degree walls lie on $\{110\}$ and 109-degree walls on $\{100\}$.

\noindent\textbf{Q.} And the 180-degree pairs?

\noindent\textbf{A.} Their strains are equal, so every plane is compatible. The polarization jump is $2\mathbf P_A$, and neutrality requires $\mathbf n\cdot\mathbf P_A=0$. Any plane containing the polar axis qualifies. These two conditions leave its azimuth free; the energy of the wall itself must fix it.

\section{Is the strain condition really needed?}

\noindent\textbf{Q.} You let charge make the final choice. Perhaps neutrality would have been enough.

\noindent\textbf{A.} For the 71-degree pair in (\ref{cases}) the jump in $\mathbf P$ is along $z$. Neutrality alone allows every normal $\mathbf n=(\cos\phi,\sin\phi,0)$. To see what strain adds, take a stack of alternating $A$ and $B$ layers of equal width, with isotropic shear modulus $G$. The in-plane directions are $\mathbf t=(-\sin\phi,\cos\phi,0)$ and $\mathbf z$. From $e_{ij}=s\sigma_i\sigma_j$, the spontaneous in-plane shears are
\begin{equation}
e^{A}_{tz}=s(\cos\phi-\sin\phi),\qquad e^{B}_{tz}=-e^{A}_{tz}.
\end{equation}
The other in-plane strains agree in $A$ and $B$, and strains involving the normal can relax separately in each layer. Only the $tz$ shear is frustrated. If its common value is $E$, the mean elastic energy density is
\begin{equation}
w=\tfrac12\,2G\left[(E-e^A_{tz})^2+(E+e^A_{tz})^2\right]
=2G\left[E^2+(e^A_{tz})^2\right].
\end{equation}
The minimum is at $E=0$, where
\begin{equation}
w=2Gs^2(\cos\phi-\sin\phi)^2=2Gs^2(1-\sin2\phi).
\label{elastic}
\end{equation}
It vanishes at $\phi=45^\circ$, the $(110)$ plane. Neutrality leaves a family of planes and compatibility selects one of them.

\noindent\textbf{Q.} How much energy is at stake in a real material?

\noindent\textbf{A.} Take rough values in the regime of bismuth ferrite: $P_0=90~\mu\mathrm{C/cm^2}$, angle between pseudocubic edges $\alpha=89.4^\circ$, $G=50$ GPa and domain width $d=100$ nm. To first order, shear changes the cosine between two edges from zero to $2s$, so
\begin{equation}
s=\tfrac12\cos\alpha=0.00524 .
\end{equation}
For the neutral but misfitting plane $(100)$, $\phi=0$ and
\begin{equation}
w=2(50\times10^9)(0.005236)^2~\mathrm{J/m^3}=2.74~\mathrm{MJ/m^3}.
\end{equation}
There is one wall per layer, so the cost is $wd=0.27~\mathrm{J/m^2}$ of wall. A rough scale for the energy of a wall itself is $0.2~\mathrm{J/m^2}$. At this width the misfit is as important as the wall energy. Since $wd$ grows with $d$, it dominates for wide domains; in very narrow ones, differences in local wall energy could compete. This growth holds only while the walls extend much farther than $d$. In a film of thickness $h$ the shear relaxes at the free surface, and once $d$ exceeds $h$ the cost per wall area stops growing and levels off at a value of order $wh$.

\section{Can a charged wall exist?}

\noindent\textbf{Q.} You reject the other compatible plane because it is charged. Is that a law or an energy argument?

\noindent\textbf{A.} An energy argument. Use the same equal-layer stack, with no free charge and no average voltage. Let $P_n=|\Sigma|/2$, so that the normal polarization is its mean value $\pm P_n$. The normal displacement $D=\epsilon_0\epsilon_rE+P$ is uniform. Averaging it, with zero mean field, shows that $D$ equals the mean polarization. Hence
\begin{equation}
E=\mp\frac{P_n}{\epsilon_0\epsilon_r}.
\end{equation}
The energy density contains the field energy and the cost of the induced polarization $q=\epsilon_0(\epsilon_r-1)E$:
\begin{equation}
w_e=\frac{\epsilon_0E^2}{2}+\frac{q^2}{2\epsilon_0(\epsilon_r-1)}
=\frac{\epsilon_0\epsilon_rE^2}{2}=\frac{P_n^2}{2\epsilon_0\epsilon_r}.
\label{electric}
\end{equation}
With a rough $\epsilon_r=50$, the 71-degree pair on $(001)$ has $\Sigma=103.9~\mu\mathrm{C/cm^2}$, or $P_n=0.52~\mathrm{C/m^2}$. Then
\begin{equation}
|E|=\frac{0.52}{(8.85\times10^{-12})(50)}~\mathrm{V/m}\approx12~\mathrm{MV/cm},
\end{equation}
and $w_ed\approx30~\mathrm{J/m^2}$. For the 109-degree pair on $(110)$, $\Sigma=147~\mu\mathrm{C/cm^2}$, the field is about $17~\mathrm{MV/cm}$ and the cost about $61~\mathrm{J/m^2}$. The ratio of two in energy follows from the ratio of the squared jumps.

\noindent\textbf{Q.} Those fields look impossible.

\noindent\textbf{A.} They mark the failure of the unscreened linear model. They are about 4 and 6 times a rough breakdown scale of $3~\mathrm{MV/cm}$. The induced polarization would cancel a fraction $(\epsilon_r-1)/\epsilon_r=0.98$ of $P_n$. That fraction is the same for any $P_n$; what matters is that here it amounts to $0.51~\mathrm{C/m^2}$ for the 71-degree pair, more than half of $P_0$ and far outside small response. A real domain could rotate its polarization, switch, or acquire free carriers. The energies above are therefore harmonic estimates, not predictions for a surviving charged wall.

\noindent\textbf{Q.} If carriers can neutralize the wall, why isn't the charged plane just as good?

\noindent\textbf{A.} The carriers must come from somewhere. Full compensation of the 71-degree charge needs $|\Sigma|/e=6.5\times10^{14}$ carriers per $\mathrm{cm^2}$. Suppose they are created across a rough gap of 2.7 eV, electrons going to the positive walls and holes to the negative ones. Each pair serves two walls, so each carrier costs half a gap, and the wall costs
\begin{equation}
\tfrac12(2.7~\mathrm{eV})(6.49\times10^{18}~\mathrm{m^{-2}})
=1.4~\mathrm{J/m^2}.
\end{equation}
The corresponding 109-degree value is $2.0~\mathrm{J/m^2}$. Screening is much cheaper than the unscreened field at this width, but still costs several times the wall-energy scale.

Confinement adds to this. In the unscreened field the potential drops by one gap over $2.3$ nm. If the 71-degree carriers occupy that length and have the free-electron mass, their volume density $N$ gives a Fermi energy $\hbar^2(3\pi^2N)^{2/3}/(2m_e)\approx0.7$ eV. They are degenerate, and their kinetic energy is not negligible. Thermal carriers do not help: with free masses, $2(2\pi m_ek_BT/h^2)^{3/2}e^{-E_g/2k_BT}$ is about $5\times10^{-4}~\mathrm{cm^{-3}}$ at 300 K. Dopants or charged defects can supply charge without the full gap cost. If they do, a charged wall may persist, and the neutral-plane rule need not hold.

\noindent\textbf{Q.} Must the wall be perfectly flat, then?

\noindent\textbf{A.} No. Tilt the 71-degree wall by $1^\circ$ from $(110)$ towards $(001)$. Its charge is $103.9\sin1^\circ=1.8~\mu\mathrm{C/cm^2}$. Repeating the layer estimate gives $0.2~\mathrm{MV/cm}$ and $9~\mathrm{mJ/m^2}$, small beside $0.2~\mathrm{J/m^2}$. This counts electrostatic energy alone; the elastic misfit of the tilt adds about $0.5~\mathrm{mJ/m^2}$ for a Poisson ratio of 0.3. At this width so small a tilt is affordable. The unscreened cost grows with $d$, but only until the potential drop across a domain reaches the gap, at about 130 nm for this tilt. Beyond that, if carriers can be created across the gap, the electrostatic cost levels off near $\tfrac12(2.7~\mathrm{V})(0.018~\mathrm{C/m^2})\approx24~\mathrm{mJ/m^2}$, and only the elastic part keeps growing with $d$.

\section{Finite strain}

\noindent\textbf{Q.} You used small strains. Do the planes shift at the next order?

\noindent\textbf{A.} Not in parent-lattice indices. Replace the strain by the stretch $U$, which is also uniaxial about $\mathbf p$. A parent vector $\mathbf t$ acquires squared length $\mathbf t\cdot U^2\mathbf t$. The matrix $U^2$ has the form (\ref{strain}) with different coefficients, so equality of in-plane lengths gives the factorization (\ref{factor}) again, and the same two planes.

\noindent\textbf{Q.} But the domains rotate when joined. Could that spoil neutrality?

\noindent\textbf{A.} It does not. Let $\mathbf n\parallel\mathbf p_A+\mathbf p_B$, and let $S=2\mathbf n\mathbf n^T-I$ be a half-turn about $\mathbf n$. It exchanges $\mathbf p_A$ and $\mathbf p_B$, so $U_B=SU_AS$. The deformed wall normal $\boldsymbol\nu$ is parallel to $U_A^{-1}\mathbf n$, because $(U_A^{-1}\mathbf n)\cdot(U_A\mathbf t)=\mathbf n\cdot\mathbf t=0$. Let $R$ be the half-turn about $\boldsymbol\nu$, and give domain $B$ the deformation
\begin{equation}
F_B=RU_AS=RSU_B .
\end{equation}
This is $U_B$ followed by the rotation $RS$. For in-plane $\mathbf t$, $S$ reverses $\mathbf t$ and $R$ reverses $U_A\mathbf t$, so $F_B\mathbf t=U_A\mathbf t$: the lattices meet. Also $R$ preserves the component of $U_A\mathbf n$ along $\boldsymbol\nu$, so $B$ stays on its own side. The polarization direction in $B$ becomes $RS\mathbf p_B=R\mathbf p_A$, and
\begin{equation}
\boldsymbol\nu\cdot R\mathbf p_A=\boldsymbol\nu\cdot\mathbf p_A .
\end{equation}
The normal polarization is continuous at finite strain too.

\noindent\textbf{Q.} Then are the angles still 70.5 and 109.5 degrees?

\noindent\textbf{A.} They change slightly. Let $\Theta$ be the ideal angle. Before deformation $\mathbf n$ makes an angle $\Theta/2$ with $\mathbf p_A$. Applying $U_A^{-1}$ divides its components along and across $\mathbf p_A$ by the stretches $\mu_\parallel$ and $\mu_\perp$. The half-turn $R$ then makes the actual angle $\Theta'$ twice that between $\mathbf p_A$ and $\boldsymbol\nu$:
\begin{equation}
\tan\frac{\Theta'}2=\frac{\mu_\parallel}{\mu_\perp}\tan\frac{\Theta}2,
\qquad
\frac{\mu_\parallel}{\mu_\perp}=\sqrt{\frac{1+2\cos\alpha}{1-\cos\alpha}} .
\end{equation}
The last ratio follows from unit cell edges: $U^2$ has ones on the diagonal and $\sigma_i\sigma_j\cos\alpha$ off it, hence eigenvalues $1+2\cos\alpha$ along $\mathbf p$ and $1-\cos\alpha$ across it. For $\alpha=89.4^\circ$ the angles are $71.4^\circ$ and $110.3^\circ$.

To first order $\mu_\parallel/\mu_\perp=1+3s$. Differentiating the tangent gives
\begin{equation}
\Theta'-\Theta=3s\sin\Theta=2\sqrt2\,s,
\end{equation}
since $\sin\Theta=2\sqrt2/3$ for both pairs. This is $0.85^\circ$ here. It is also the relative lattice rotation, because $RS$ combines half-turns about axes separated by half that angle. For $\alpha>90^\circ$, $s$ is negative and the angles close instead.

\section{Real films and crystals}

\noindent\textbf{Q.} Would you trust the rule in a bismuth ferrite film?

\noindent\textbf{A.} As a first expectation, if the film stays close to rhombohedral and its walls are poorly screened. The polarization, cell angle and gap used here are typical rough values; permittivity and stiffness depend on direction and sample. Temperature changes $P_0$ and $s$, but not the planes while the phase remains rhombohedral with $s\ne0$. The material also has rotated oxygen octahedra, which affect the wall's internal energy and are absent from this model.

A substrate can break the assumption of equal polar components. Suppose $\mathbf P\propto(1,1,r)$, its partner is $(-1,1,r)$, and the shear strains are proportional to $P_iP_j$. Then $\mathbf t\cdot\Delta e\,\mathbf t\propto t_1(t_2+rt_3)$, and the neutral compatible normal is $(0,1,r)$. For $r=1+\eta$ with small $\eta$, it turns from $(011)$ by $\eta/2$ radians: a ten per cent distortion moves the plane by about $0.05$ rad. The turn comes from the shears: in general the normal is $(0,e_{12},e_{13})$, and the value $\eta/2$ rests on the assumed proportionality to $P_iP_j$. By contrast, the pair $(1,1,r)$ and $(1,1,-r)$ still has its neutral compatible wall on $(110)$. The 109-degree pairs likewise keep their $\{100\}$ planes. Under this distortion, then, only the 71-degree walls that reverse an in-plane component leave their crystallographic planes. That every 71-degree wall lies on $\{110\}$ needs rhombohedral symmetry, not merely a polarization near $\langle111\rangle$.

All numerical values are calculated from the stated model.
